# Impurity scattering when single donors merge into doubly charged centres

## Problem

A semiconductor contains randomly placed donors of density $N$, each ionized and carrying charge $+e$. In a second sample the same total donor charge sits on $N/2$ randomly placed point centres, each carrying $+2e$. The carrier energy $E$ and the screening length $L$ are held fixed in the comparison.

1. Can $L$ really stay the same when the donors are merged?
2. Derive the momentum-relaxation rate $1/\tau$ of an electron in the Born approximation, for centres of charge number $Z$ and density $N_c$.
3. By what factor does the rate change on merging?
4. Evaluate both rates for $N=10^{17}\ \mathrm{cm^{-3}}$, $T=300$ K, relative permittivity $11.7$, mass $m=0.2583\,m_0$ and $E=0.08$ eV. Judge how far the factor can be trusted.

Assume one isotropic parabolic band, elastic scattering that conserves spin, linear static screening and independent positions of the centres. SI units are used, with $e>0$ and permittivity $\varepsilon=\varepsilon_r\varepsilon_0$.

## Hints

**Hint 1.** Ask which property of the electron gas sets $L$, and what neutrality says about it.

**Hint 2.** Write the potential of all centres as one Fourier sum. Decide which contributions add before squaring and which add after.

**Hint 3.** A collision through angle $\theta$ removes the fraction $1-\cos\theta$ of the forward momentum. The variable $u=q^2=2k^2(1-\cos\theta)$ makes the angular integral elementary.

**Hint 4.** The Born rate uses the potential to lowest order. Compare the length $1/k$ with the effective Bohr radius for each $Z$.

## Solution

### 1. The screening length

Let $\phi$ be the electrostatic potential around one centre at the origin. For a potential that varies slowly over the thermal wavelength of the electrons, the local electron density rises by $\delta n=(\partial n/\partial\mu)\,e\phi$ to first order, where $\mu$ is the chemical potential. We use this relation at all distances; for the values in part 4, the full wave-vector-dependent linear response would change the Born rate by only about 1%. The charge density is then $Ze\,\delta(\mathbf r)-e\,\delta n$, and Poisson's equation becomes

$$\nabla^2\phi-\frac{\phi}{L^2}=-\frac{Ze}{\varepsilon}\,\delta(\mathbf r),\qquad \frac1{L^2}=\frac{e^2}{\varepsilon}\frac{\partial n}{\partial\mu}.$$

For a nondegenerate gas $n\propto e^{\mu/k_BT}$, so $\partial n/\partial\mu=n/k_BT$ and $L^2=\varepsilon k_BT/(e^2n)$. Without acceptors, neutrality requires $n=N_cZ$. This is $N$ in the first sample and $(N/2)\cdot2=N$ in the second. At equal temperature, $L$ is therefore the same, provided that all centres are fully ionized.

### 2. The Born rate

**Potential.** Multiply the screened Poisson equation by $e^{-i\mathbf q\cdot\mathbf r}$ and integrate. The Laplacian gives $-q^2$, so $\phi(q)=Ze/[\varepsilon(q^2+L^{-2})]$. An electron has potential energy $-e\phi$, hence

$$V(q)=Z\,v(q),\qquad v(q)=-\frac{e^2}{\varepsilon\,(q^2+L^{-2})}.$$

In real space this is $V(r)=-Ze^2e^{-r/L}/(4\pi\varepsilon r)$. The minus sign means attraction; it drops out of the Born rate.

**Many centres.** Linear screening lets the potentials add. For plane waves normalized in a volume $\Omega$, with $\mathbf q=\mathbf k'-\mathbf k$,

$$\langle\mathbf k'|V|\mathbf k\rangle=\frac{v(q)}{\Omega}\sum_jZ_je^{-i\mathbf q\cdot\mathbf r_j}.$$

The square of the sum contains the diagonal terms $Z_j^2$ and the cross terms $Z_iZ_je^{-i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}$. Independent uniform positions make each cross term average to a product of factors $\Omega^{-1}\int e^{-i\mathbf q\cdot\mathbf r}d^3r$, which vanish for $\mathbf q\neq0$. Thus

$$\overline{|\langle\mathbf k'|V|\mathbf k\rangle|^2}=\frac{S}{\Omega}\,|v(q)|^2,\qquad S=\frac1\Omega\sum_jZ_j^2=N_cZ^2.$$

Charges on one centre add as amplitudes, while separate centres add as rates.

**Momentum loss.** The golden rule gives the transition rate $W=(2\pi/\hbar)(S/\Omega)|v|^2\delta(E'-E)$. The components of $\mathbf k'$ perpendicular to $\mathbf k$ average to zero by symmetry, and each collision reduces the parallel component by $k(1-\cos\theta)$. Therefore $1/\tau=\sum_{\mathbf k'}W(1-\cos\theta)$. Replace the sum by $\Omega(2\pi)^{-3}\int k'^2dk'\,2\pi\,d\cos\theta$. Since $dE'/dk'=\hbar^2k'/m$, the delta function contributes $m/(\hbar^2k)$ and sets $k'=k$:

$$\frac1\tau=\frac{2\pi S}{\hbar}\,\frac{1}{4\pi^2}\,k^2\,\frac{m}{\hbar^2k}\int_{-1}^{1}|v|^2(1-c)\,dc=\frac{Smk}{2\pi\hbar^3}\int_{-1}^{1}|v|^2(1-c)\,dc,$$

where $c=\cos\theta$.

**Angular integral.** With $u=2k^2(1-c)$ we have $1-c=u/2k^2$ and $|dc|=du/2k^2$, and $u$ runs from $0$ to $4k^2$. Write $\kappa=1/L$ and $b=4k^2L^2$. Then

$$\int_{-1}^{1}|v|^2(1-c)\,dc=\frac{e^4}{4\varepsilon^2k^4}\int_0^{4k^2}\frac{u\,du}{(u+\kappa^2)^2}.$$

Splitting the integrand as $1/(u+\kappa^2)-\kappa^2/(u+\kappa^2)^2$ gives for the last integral

$$G(b)=\ln(1+b)+\frac1{1+b}-1=\ln(1+b)-\frac{b}{1+b}.$$

Hence $1/\tau=Sme^4G/(8\pi\varepsilon^2\hbar^3k^3)$. Finally $(\hbar k)^3=(2mE)^{3/2}=2m\sqrt{2m}\,E^{3/2}$, so that

$$\boxed{\frac1\tau=\frac{N_cZ^2e^4}{16\pi\varepsilon^2\sqrt{2m}\,E^{3/2}}\left[\ln(1+b)-\frac{b}{1+b}\right],\qquad b=\frac{8mEL^2}{\hbar^2}}$$

### 3. The effect of merging

At fixed $E$, $L$, $m$ and $\varepsilon$, the one quantity that changes is $N_cZ^2$. It goes from $N\cdot1^2$ to $(N/2)\cdot2^2=2N$, so

$$\frac{(1/\tau)_{\rm double}}{(1/\tau)_{\rm single}}=2.$$

Halving the number of centres does not compensate for the fourfold scattering strength of each.

The factor does not depend on $b$. For $b\gg1$ small-angle collisions matter and $G\approx\ln b-1$. For $b\ll1$, expansion gives $G\approx(b-b^2/2)-(b-b^2)=b^2/2$. Since $b\propto E$, the rate then grows as $E^{-3/2}E^2=E^{1/2}$, like the density of states. The energy dependence differs greatly between the limits, but within the Born approximation merging doubles the rate in both.

### 4. Numbers and limits

**The two rates.** The screening length follows from

$$L^2=\frac{11.7\times8.854\times10^{-12}\times0.02585}{1.602\times10^{-19}\times10^{23}}\ \mathrm{m^2},\qquad L=12.9\ \mathrm{nm}.$$

The wave number is $k=\sqrt{2mE}/\hbar=0.7365\ \mathrm{nm^{-1}}$, so $b=4(0.7365\times12.93)^2\approx363$ and $G=4.90$.

A transport cross section $\sigma=1/(N_cv_e\tau)$, with speed $v_e=\hbar k/m$, makes the arithmetic short. Inserting the effective Bohr radius $a=4\pi\varepsilon\hbar^2/(me^2)=2.397$ nm into the rate gives

$$\sigma=\frac{2\pi Z^2G}{a^2k^4}=\frac{2\pi\times4.899}{2.397^2\times0.7365^4}\ \mathrm{nm^2}=18.2\ \mathrm{nm^2}\quad(Z=1).$$

With $N=10^{-4}\ \mathrm{nm^{-3}}$ and $v_e=330$ nm/ps, the single-donor rate is $10^{-4}\times330\times18.2=0.601\ \mathrm{ps^{-1}}$. For the merged centres it is $1.20\ \mathrm{ps^{-1}}$. The relaxation times are $1.66$ and $0.83$ ps, and $e\tau/m$ at this energy falls from about $11\,300$ to $5660\ \mathrm{cm^2/Vs}$.

**Beyond Born.** The strength parameter $Z/(ka)$ is $0.57$ for $Z=1$ and $1.13$ for $Z=2$, so the lowest order is not safe. Elastic scattering by the same potential can be treated without expansion through phase shifts $\delta_l$. The amplitude is $f=k^{-1}\sum_l(2l+1)a_lP_l(\cos\theta)$ with $a_l=e^{i\delta_l}\sin\delta_l$. In $\sigma=2\pi\int|f|^2(1-c)\,dc$, orthogonality of the $P_l$ gives the first term, and $\int cP_lP_{l+1}dc=2(l+1)/[(2l+1)(2l+3)]$ gives the second:

$$\sigma=\frac{4\pi}{k^2}\left[\sum_l(2l+1)|a_l|^2-2\sum_l(l+1)\,\mathrm{Re}(a_l^*a_{l+1})\right].$$

The first sum equals $\sum_l(l+1)(|a_l|^2+|a_{l+1}|^2)$, so the bracket is $\sum_l(l+1)|a_l-a_{l+1}|^2$. Because $a_l=(e^{2i\delta_l}-1)/2i$, this becomes

$$\sigma=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

Numerical solution of the radial equation gives $17.7\ \mathrm{nm^2}$ for $Z=1$ and $60.6\ \mathrm{nm^2}$ for $Z=2$; the Born values are $18.2$ and $72.9\ \mathrm{nm^2}$. Merging therefore raises the rate by $60.61/(2\times17.65)=1.72$, which is 14% below the Born factor. When the charge numbers are artificially reduced to $0.02$ and $0.04$, and attraction and repulsion are averaged, the factor returns to $1.9997$. The doubling is thus a weak-scattering law. Since $Z/(ka)\propto E^{-1/2}$, its justification weakens for slower electrons.

**Other assumptions.** The bare Coulomb energy equals $k_BT$ at $4.8$ nm from a single donor and at $9.5$ nm from a double one. The second radius is not small beside $L$, so linear screening is especially doubtful near the merged centres. In both samples a sphere of radius $L$ contains on average only about $0.9$ electrons, so a smooth screening cloud is itself a rough description. The effect of these limits on the factor has not been calculated. Degeneracy is harmless here: Fermi–Dirac statistics change $L$ by less than 1%. The length $v_e\tau$ over which forward momentum is lost in the merged sample, $275$ nm, is much longer than $1/k$, as a description of momentum loss by a rate requires. It is not the distance between collisions: most collisions deflect the electron only slightly, and they follow one another at much shorter distances. The total phase-shift cross sections give about $17$ nm for single and $12$ nm for double centres, comparable to $L$, so successive collisions are not well separated. Corrections from scattering by several centres at once, beyond the Born order, have not been calculated.

**Comparison with silicon.** The parameters are rough values for n-type silicon, whose valleys have masses near $0.92\,m_0$ and $0.19\,m_0$; the value $0.2583\,m_0$ is their conductivity mass $3/(1/m_l+2/m_t)$. To estimate the effect of this anisotropy, displace the distribution on an ellipsoid along axis $i$ and use $1/\tau_i=\sum_{\mathbf k\mathbf k'}W(k_i-k_i')^2/(2\sum_{\mathbf k}k_i^2)$. The rate along the long axis is then $0.39$ times the isotropic rate, and across it $1.28$ times. A rigid displacement is only a trial shape and can only overestimate the rates. When the angular shape of the distribution on the ellipsoid is allowed to adjust, the ratios fall to $0.36$ and $1.17$. The mobility at this energy is about 5% below the isotropic one with the rigid displacement and about 3% above it with the adjusted shape, so the anisotropy changes it by only a few percent. Both rates still contain $N_cZ^2$, so their Born doubling survives.

Phonons matter far more. In a weak field the displacement of the distribution is proportional to $\tau v_x(-\partial f_0/\partial E)$, and the current carries another $v_x$. With the density of states $\propto\sqrt E$, the mobility is $e/m$ times the average of $\tau$ with weight $E^{3/2}e^{-E/k_BT}$. With the Born rate used at all energies, although it is less accurate for slow electrons, impurities alone then give $9270$ and $4630\ \mathrm{cm^2/Vs}$. Add a lattice rate proportional to $E^{1/2}$, scaled to a rough lattice mobility of $1400\ \mathrm{cm^2/Vs}$, and the totals are $988$ and $828\ \mathrm{cm^2/Vs}$. Doubling the impurity rate thus lowers the total mobility by 16%, not by half. The phase-shift factor is smaller than 2 at thermal energies (about $1.5$ at $E=k_BT$), and with phase-shift cross sections in place of the Born ones merging lowers the total mobility by only about 10%. Measured mobilities at this doping are roughly $700$ to $800\ \mathrm{cm^2/Vs}$, so the single-donor model is too high by roughly 20 to 40%.

Full ionization is the assumption that real double donors break. For the six silicon valleys, with density-of-states mass $(m_lm_t^2)^{1/3}$ and $n=N$, the chemical potential lies $0.145$ eV below the band edge; a single isotropic band of mass $m$ would give $0.090$ eV. A shallow donor with a level at about $0.045$ eV has ionized fraction $1/[1+2e^{(\mu+0.045\,\mathrm{eV})/k_BT}]=0.96$, with $\mu=-0.145$ eV. This counts only the lowest donor level. In silicon the other five 1s donor states lie about $12$ meV higher, and including them lowers the fraction to about $0.85$ at this $\mu$ (about $0.87$ when $\mu$ adjusts to the reduced electron density), so full ionization is only approximate even for shallow donors. Double donors such as sulfur or selenium have deep levels, roughly $0.3$ and $0.6$ eV below the band. The neutral state then has weight $e^{(2\mu+0.9\,\mathrm{eV})/k_BT}$ relative to the doubly ionized one, and at the chemical potential above the doubly ionized fraction is only about $6\times10^{-11}$. In a sample doped only with such donors, the chemical potential lies lower and the fraction is larger, but still far below one. Such dopants could not supply the assumed electron density. The example compares two arrangements of charge; it does not predict the mobility of selenium-doped silicon.

## Variation 1: only part of the charge is merged

*A fraction $f$ of the donor charge is moved to double centres. What is the new rate?*

There remain $(1-f)N$ single donors, and $fN/2$ double centres are formed. Independent centres add through $S$:

$$S=(1-f)N\cdot1+\frac{fN}{2}\cdot4=(1+f)N.$$

The Born rate rises by the factor $1+f$. The same reasoning for complete merging into centres of charge $Ze$ gives $(N/Z)Z^2=ZN$, hence a factor $Z$, although the Born approximation worsens as $Z$ grows.

The charge sum can be sampled directly. For 40 charges in 40,000 random arrangements, at three wave vectors, the mean of $|\sum_jZ_je^{i\mathbf q\cdot\mathbf r_j}|^2$ per unit charge was $0.999$, $1.513$ and $2.006$ for $f=0$, $1/2$ and $1$. The expected sampling error is about $0.3\%$. The middle value is off by $0.9\%$, a rather large fluctuation, but inside the $2\%$ allowed in the test.

## Variation 2: the two charges stay a distance apart

*The donors form $N/2$ pairs with separation $d$ and random orientation. When does a pair act as a point?*

One pair has the amplitude factor $1+e^{-i\mathbf q\cdot\mathbf d}$, whose square is $2+2\cos(\mathbf q\cdot\mathbf d)$. Averaging over directions, with $x$ the cosine of the angle between $\mathbf q$ and $\mathbf d$, gives $\frac12\int_{-1}^{1}\cos(qdx)\,dx=\sin(qd)/(qd)$. Multiplication by $N/2$ yields

$$S(q)=N\left[1+\frac{\sin qd}{qd}\right].$$

The transport integral weights each $q$ by $u\,du/(u+\kappa^2)^2\propto q^3dq/(q^2+\kappa^2)^2$. Relative to isolated single donors, the orientation-averaged rate therefore changes by

$$F(d)=1+\frac{\displaystyle\int_0^{2k}\frac{\sin qd}{qd}\,\frac{q^3\,dq}{(q^2+\kappa^2)^2}}{\displaystyle\int_0^{2k}\frac{q^3\,dq}{(q^2+\kappa^2)^2}}.$$

If $2kd\ll1$, the sine ratio is close to 1 throughout the range and $F\to2$. For large $d$ it oscillates and decays, so $F\to1$: the two donors scatter independently. With the parameters above, $F=1.996$, $1.93$, $1.39$ and $1.05$ at $d=0.25$, $1$, $5$ and $20$ nm. A pair one nanometre apart still scatters almost as a double charge, whereas at 20 nm little of the enhancement remains.

## Calculated quantities

```
Temperature: 300 K
Total donor charge density / e: 1e+17 cm^-3
Density of doubly charged centres: 5e+16 cm^-3
Relative permittivity: 11.7
Longitudinal mass: 0.92 m0
Transverse mass: 0.19 m0
Isotropic conductivity mass: 0.2583 m0
Carrier energy: 0.08 eV
Thermal energy kT: 0.02585 eV
Screening length L: 12.93 nm
Wave number k: 0.7365 nm^-1
Parameter b: 362.7
Bracket ln(1+b)-b/(1+b): 4.899
Born rate, single donors: 6.011e+11 s^-1
Born rate, double centres: 1.202e+12 s^-1
Ratio from final-state integration: 2.000000
Relaxation time, single: 1.664 ps
Relaxation time, double: 0.8318 ps
Mobility at this energy, single: 1.133e+04 cm2/Vs
Mobility at this energy, double: 5663 cm2/Vs
Random-ensemble factor, merged fraction 0.0: 0.9987
Random-ensemble factor, merged fraction 0.5: 1.513
Random-ensemble factor, merged fraction 1.0: 2.006
Pair factor at separation 0.25 nm: 1.996
Pair factor at separation 1.0 nm: 1.932
Pair factor at separation 5.0 nm: 1.392
Pair factor at separation 20.0 nm: 1.047
Effective Bohr radius: 2.397 nm
Born parameter 1/(k a), Z=1: 0.5665
Born parameter 2/(k a), Z=2: 1.133
Born transport cross section, Z=1: 18.21 nm^2
Born transport cross section, Z=2: 72.85 nm^2
Partial-wave cross section, Z=1: 17.65 nm^2
Partial-wave cross section, Z=2: 60.61 nm^2
Merging factor from partial waves: 1.717
Merging factor, weak potential: 1.99968
Ellipsoid rate along axis / isotropic rate: 0.3918
Ellipsoid rate across axis / isotropic rate: 1.28
Ellipsoid mobility at this energy, single: 1.073e+04 cm2/Vs
Fermi-Dirac screening length: 12.937 nm
Chemical potential from band edge: -0.1451 eV
Radius where Coulomb energy is kT, Z=1: 4.761 nm
Radius where Coulomb energy is kT, Z=2: 9.521 nm
Donor spacing N^(-1/3): 21.54 nm
Mean free path, double centres: 274.5 nm
Thermal impurity mobility, single: 9267 cm2/Vs
Thermal impurity mobility, double: 4633 cm2/Vs
Rough lattice mobility (input): 1400 cm2/Vs
Total mobility, single: 988.1 cm2/Vs
Total mobility, double: 827.7 cm2/Vs
Rough shallow single-donor depth (input): 0.045 eV
Ionized fraction, shallow single donor: 0.9601
Rough double-donor first depth (input): 0.3 eV
Rough double-donor second depth (input): 0.6 eV
Doubly ionized fraction, deep double donor: 5.677e-11
```
